# Does Inserting the Experimental Energy Improve an Oscillator Strength?: test program

```python
"""Effect of inserting a true transition energy into oscillator strengths.

Result under test: with fixed wavefunctions, replacing the computed gap E_c
by E_x multiplies the length form by E_x/E_c, divides the velocity form by
the same factor, and leaves the mixed form unchanged. Accuracy may improve
or deteriorate. The mixed form is the geometric mean of the other two only
when the two transition vectors are collinear.

Symbols (Hartree atomic units): d = <b|z|a>, g = <b|d/dz|a>, E = gap.
For s -> p, summed over the three final p states:
length = 2 E d^2, velocity = 2 g^2/E, mixed = -2 d g.
Trial hydrogen functions: 1s ~ exp(-a r), 2p_z ~ z exp(-b r).
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal


def oscillator_forms(d, g, gap):
    return np.array([2 * gap * d**2, 2 * g**2 / gap, -2 * d * g])


def radial_moments(r, u_s, u_p):
    """z and d/dz moments from reduced radial functions u = r R."""
    du_s = np.gradient(u_s, r, edge_order=2)
    d = simpson(u_p * r * u_s, x=r) / math.sqrt(3)
    g = simpson(u_p * (du_s - u_s / r), x=r) / math.sqrt(3)
    return d, g


def radial_energy(r, u, ell):
    """Expectation value of the true hydrogen Hamiltonian."""
    du = np.gradient(u, r, edge_order=2)
    density = (0.5 * du**2 + 0.5 * ell * (ell + 1) * u**2 / r**2
               - u**2 / r)
    return simpson(density, x=r)


def diagonalized_hydrogenic(charge):
    """Gap and moments of 1s -> 2p from a finite-difference Hamiltonian."""
    step = 0.01
    r = step * np.arange(1, 6001)
    energies, functions = [], []
    for ell in (0, 1):
        diagonal = 1 / step**2 + ell * (ell + 1) / (2 * r**2) - charge / r
        off_diagonal = np.full(len(r) - 1, -0.5 / step**2)
        value, vector = eigh_tridiagonal(
            diagonal, off_diagonal, select="i", select_range=(0, 0))
        u = vector[:, 0]
        u = u / math.sqrt(simpson(u**2, x=r))
        energies.append(value[0])
        functions.append(u)
    d, g = radial_moments(r, functions[0], functions[1])
    return energies[1] - energies[0], d, g


# True hydrogen values: closed forms against diagonalization.
gap_true = 3 / 8
f_true = 2**13 / 3**9
gap_num, d_num, g_num = diagonalized_hydrogenic(1.0)
assert abs(gap_num - gap_true) < 1e-4
assert np.allclose(oscillator_forms(d_num, g_num, gap_num), f_true,
                   rtol=1e-3, atol=0)
d_true = math.sqrt(f_true / (2 * gap_true))
g_true = -gap_true * d_true
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"True 1s-2p gap: {gap_true:.6f} hartree = "
      f"{gap_true * hartree_ev:.4f} eV")
print(f"True f (dimensionless): {f_true:.6f}")
print(f"True |d_z|: {abs(d_true):.6f} bohr")
print(f"True |g_z|: {abs(g_true):.6f} 1/bohr")
print(f"Diagonalized gap: {gap_num:.6f} hartree")
print("Diagonalized f, length/velocity/mixed (dimensionless): "
      + " ".join(f"{x:.5f}" for x in
                 oscillator_forms(d_num, g_num, gap_num)))

# Trial functions: quadrature against closed formulas, then insertion.
r = np.linspace(1e-8, 60, 60001)
outcomes = set()
for a, b in ((1.3, 0.6), (0.8, 0.4), (1.0, 0.7), (0.8, 0.5)):
    u_s = r * np.exp(-a * r)
    u_p = r**2 * np.exp(-b * r)
    u_s = u_s / math.sqrt(simpson(u_s**2, x=r))
    u_p = u_p / math.sqrt(simpson(u_p**2, x=r))
    gap = radial_energy(r, u_p, 1) - radial_energy(r, u_s, 0)
    d, g = radial_moments(r, u_s, u_p)

    gap_formula = gap_true - (a - 1)**2 / 2 + (b - 0.5)**2 / 2
    d_formula = 32 * math.sqrt(a**3 * b**5) / (a + b)**5
    g_formula = -a * (a + b) * d_formula / 4
    assert abs(gap - gap_formula) < 1e-5
    assert abs(d - d_formula) < 1e-5
    assert abs(g - g_formula) < 1e-5

    own = oscillator_forms(d, g, gap)
    inserted = oscillator_forms(d, g, gap_true)
    scale = gap_true / gap_formula
    predicted = (oscillator_forms(d_formula, g_formula, gap_formula)
                 * np.array([scale, 1 / scale, 1]))
    assert np.allclose(inserted, predicted, rtol=1e-4, atol=0)
    assert abs(math.sqrt(inserted[0] * inserted[1]) - own[2]) < 1e-8

    # Error criteria from closed formulas; actual errors from quadrature.
    energy_log = math.log(gap_formula / gap_true)
    length_log = 2 * math.log(abs(d_formula / d_true))
    velocity_log = 2 * math.log(abs(g_formula / g_true))
    criterion = (energy_log * (energy_log + 2 * length_log) > 0,
                 energy_log * (energy_log - 2 * velocity_log) > 0)
    log_better = tuple(bool(x) for x in
                       abs(np.log(inserted[:2] / f_true))
                       < abs(np.log(own[:2] / f_true)))
    better = tuple(bool(x) for x in
                   abs(inserted[:2] - f_true) < abs(own[:2] - f_true))
    assert criterion == log_better == better
    outcomes.add(better)

    agreement_gap = abs(g / d)
    agreed = oscillator_forms(d_formula, g_formula, agreement_gap)
    assert np.allclose(agreed, own[2], rtol=1e-4, atol=0)
    words = ["better" if x else "worse" for x in better]
    print(f"Trial a={a:.1f}, b={b:.1f} 1/bohr: gap {gap:.6f} hartree, "
          f"E_x/E_c {gap_true / gap:.5f}")
    print(f"  |d_z| {abs(d):.6f} bohr; |g_z| {abs(g):.6f} 1/bohr; "
          f"agreement gap {agreement_gap:.6f} hartree")
    print("  own-gap f, length/velocity/mixed: "
          + " ".join(f"{x:.5f}" for x in own))
    print("  inserted-gap f, length/velocity/mixed: "
          + " ".join(f"{x:.5f}" for x in inserted))
    print(f"  log errors, gap/d squared/g squared: {energy_log:.5f} "
          f"{length_log:.5f} {velocity_log:.5f}")
    print(f"  after insertion: length {words[0]}, velocity {words[1]}")
assert len(outcomes) == 4

# Exact eigenstates of a wrong Hamiltonian: f is independent of charge.
model_charge = 0.8
model_gap, model_d, model_g = diagonalized_hydrogenic(model_charge)
model_own = oscillator_forms(model_d, model_g, model_gap)
model_inserted = oscillator_forms(model_d, model_g, gap_true)
assert abs(model_gap - model_charge**2 * gap_true) < 1e-4
assert abs(abs(model_d) - d_true / model_charge) < 1e-3
assert abs(abs(model_g) - abs(g_true) * model_charge) < 1e-3
assert np.allclose(model_own, f_true, rtol=1e-3, atol=0)
assert abs(model_inserted[0] - f_true / model_charge**2) < 1e-3
assert abs(model_inserted[1] - f_true * model_charge**2) < 1e-3
print(f"Model Z={model_charge:.1f}: own gap {model_gap:.6f} hartree")
print("  own-gap f, length/velocity/mixed: "
      + " ".join(f"{x:.5f}" for x in model_own))
print("  inserted-gap f, length/velocity/mixed: "
      + " ".join(f"{x:.5f}" for x in model_inserted))

# Non-collinear vectors in the x-y plane; a common normalized z factor
# contributes unity to d_x, d_y and zero to the z components.
# Initial: exp(-(x^2 + 2 y^2)/2), final: (x + y) exp(-(x^2 + y^2)/2).
x = np.linspace(-7, 7, 701)
X, Y = np.meshgrid(x, x, indexing="ij")
initial = np.exp(-(X**2 + 2 * Y**2) / 2)
final = (X + Y) * np.exp(-(X**2 + Y**2) / 2)


def plane_integral(values):
    return simpson(simpson(values, x=x, axis=1), x=x)


initial /= math.sqrt(plane_integral(initial**2))
final /= math.sqrt(plane_integral(final**2))
grad_x, grad_y = np.gradient(initial, x, x, edge_order=2)
d_vector = np.array([plane_integral(final * q * initial) for q in (X, Y)])
g_vector = np.array([plane_integral(final * q) for q in (grad_x, grad_y)])
mixed_to_mean = (-np.dot(d_vector, g_vector)
                 / (np.linalg.norm(d_vector) * np.linalg.norm(g_vector)))
# Gaussian integrals give d proportional to (3,2), g to -(3,4).
ratio_formula = 17 / math.sqrt(13 * 25)
assert abs(mixed_to_mean - ratio_formula) < 1e-3
assert mixed_to_mean < 0.99
print("Non-collinear d_x, d_y (bohr): "
      + " ".join(f"{q:.6f}" for q in d_vector))
print("Non-collinear g_x, g_y (1/bohr): "
      + " ".join(f"{q:.6f}" for q in g_vector))
print(f"Mixed form / geometric mean (dimensionless): {mixed_to_mean:.5f}")
print("tests ok")
```

Output:

```
True 1s-2p gap: 0.375000 hartree = 10.2043 eV
True f (dimensionless): 0.416197
True |d_z|: 0.744936 bohr
True |g_z|: 0.279351 1/bohr
Diagonalized gap: 0.374987 hartree
Diagonalized f, length/velocity/mixed (dimensionless): 0.41621 0.41621 0.41621
Trial a=1.3, b=0.6 1/bohr: gap 0.334999 hartree, E_x/E_c 1.11941
  |d_z| 0.534165 bohr; |g_z| 0.329847 1/bohr; agreement gap 0.617500 hartree
  own-gap f, length/velocity/mixed: 0.19117 0.64955 0.35238
  inserted-gap f, length/velocity/mixed: 0.21400 0.58026 0.35238
  log errors, gap/d squared/g squared: -0.11280 -0.66519 0.33232
  after insertion: length better, velocity better
Trial a=0.8, b=0.4 1/bohr: gap 0.360000 hartree, E_x/E_c 1.04167
  |d_z| 0.931169 bohr; |g_z| 0.223481 1/bohr; agreement gap 0.240000 hartree
  own-gap f, length/velocity/mixed: 0.62429 0.27746 0.41620
  inserted-gap f, length/velocity/mixed: 0.65031 0.26637 0.41620
  log errors, gap/d squared/g squared: -0.04082 0.44629 -0.44629
  after insertion: length worse, velocity worse
Trial a=1.0, b=0.7 1/bohr: gap 0.394999 hartree, E_x/E_c 0.94937
  |d_z| 0.923954 bohr; |g_z| 0.392681 1/bohr; agreement gap 0.425000 hartree
  own-gap f, length/velocity/mixed: 0.67442 0.78075 0.72564
  inserted-gap f, length/velocity/mixed: 0.64027 0.82239 0.72564
  log errors, gap/d squared/g squared: 0.05196 0.43073 0.68106
  after insertion: length better, velocity worse
Trial a=0.8, b=0.5 1/bohr: gap 0.355000 hartree, E_x/E_c 1.05634
  |d_z| 1.090167 bohr; |g_z| 0.283444 1/bohr; agreement gap 0.260000 hartree
  own-gap f, length/velocity/mixed: 0.84381 0.45262 0.61800
  inserted-gap f, length/velocity/mixed: 0.89135 0.42848 0.61800
  log errors, gap/d squared/g squared: -0.05481 0.76158 0.02909
  after insertion: length worse, velocity better
Model Z=0.8: own gap 0.239995 hartree
  own-gap f, length/velocity/mixed: 0.41621 0.41621 0.41621
  inserted-gap f, length/velocity/mixed: 0.65034 0.26637 0.41621
Non-collinear d_x, d_y (bohr): 0.485492 0.323661
Non-collinear g_x, g_y (1/bohr): -0.485443 -0.647236
Mixed form / geometric mean (dimensionless): 0.94300
tests ok
```
